# Separating offset, interface charge and bulk charge from flat-band voltage

A device calculation with a low-k film must decide where to put a measured flat-band shift: in the band alignment, in a charge sheet at the semiconductor, or in charge throughout the film. The choices may agree at one thickness and then disagree at another. A wrong choice can, for example, treat film charge as an interface dipole, and so predict wrong voltages at other thicknesses.

Measuring several films suggests a simple remedy: plot flat-band voltage against thickness, draw a straight line, and read the offset from its intercept and the interface charge from its slope. This fails when the film itself holds charge, and the failure can begin before the bend in the curve is large enough to detect. What the voltage measures shows why, and what must replace the line.

## What the flat-band voltage measures

Let the gate lie at \(x=0\) and the semiconductor surface at \(x=d\). The algebra uses atomic units, with \(e=1\) and \(4\pi\varepsilon_0=1\), so the film has permittivity \(\kappa/4\pi\). Charge densities are number densities, positive for positive charge.

The applied voltage \(V\) is that of the gate relative to the semiconductor. With no charge in the film, flat bands require equal vacuum levels. The Fermi levels then differ by \(W_s-W_g\), where \(W_g\) and \(W_s\) are the work functions. A positive gate voltage lowers the gate's electron energies, so this difference equals \(-V\), and
\[
V=W_g-W_s\equiv\phi_{ms}.
\]
Film charge adds the electrostatic potential difference \(\varphi(0)-\varphi(d)\).

At flat band the field in the semiconductor is zero. Gauss's law, \(dD/dx=\rho_{tot}\), integrated from \(x\) to just inside the semiconductor, gives
\[
0-D(x)=\int_x^d\rho_{tot}(x')\,dx',
\]
where the upper limit includes any sheet at the interface. Since \(E=4\pi D/\kappa\) and \(E=-d\varphi/dx\),
\[
\varphi(0)-\varphi(d)=\int_0^dE\,dx
=-\frac{4\pi}{\kappa}\int_0^d dx\int_x^d\rho_{tot}(x')\,dx'.
\]
For a given \(x'\), the variable \(x\) runs from 0 to \(x'\). Exchanging the integrations therefore produces a factor \(x'\):
\[
V_{FB}=\phi_{ms}-\frac{4\pi}{\kappa}\int_0^d x\,\rho_{tot}(x)\,dx .
\]
The voltage measures the first moment of the charge about the gate. Charge on the gate has no lever arm and is invisible.

The model keeps three contributions.

- A sheet \(\sigma\) at the semiconductor has moment \(\sigma d\).
- A uniform density \(\rho\) has moment \(\int_0^d x\rho\,dx=\rho d^2/2\).
- A dipole with \(+p\) at \(d-s\) and \(-p\) at \(d\) has moment \(p(d-s)-pd=-ps\). It adds \(\Delta=+4\pi ps/\kappa\), independent of \(d\). Positive charge on the gate side thus raises the flat-band voltage.

Together,
\[
V_{FB}(d)=V_0-\frac{4\pi}{\kappa}\left(\sigma d+\frac{\rho d^2}{2}\right),
\qquad V_0=\phi_{ms}+\Delta .
\]
This assumes that \(\kappa,\sigma,\rho\) and \(V_0\) are the same in all the films. Writing the curve as \(c_0+c_1d+c_2d^2\) gives
\[
V_0=c_0,\qquad \sigma=-\frac{\kappa c_1}{4\pi},\qquad
\rho=-\frac{\kappa c_2}{2\pi}.
\]
The intercept yields a sum. Separating the dipole from the work-function difference requires an independent value of \(\phi_{ms}\).

## How the straight line goes wrong

Take equally weighted thicknesses placed symmetrically about their mean \(\bar d\), and let \(z=d-\bar d\). Then the sums of \(z\) and \(z^3\) vanish. Expand
\[
d^2=\bar d^2+2\bar d z+z^2 .
\]
The least-squares slope of \(d^2\) against \(d\) is
\[
\frac{\sum z d^2}{\sum z^2}
=\frac{2\bar d\sum z^2+\sum z^3}{\sum z^2}=2\bar d .
\]
The mean of \(d^2\) is \(\bar d^2+v\), where \(v\) is the mean of \(z^2\). The line passes through the mean point, so its intercept is \(\bar d^2+v-2\bar d^2=v-\bar d^2\). Least squares is linear in the data, hence
\[
c_{1,\rm line}=c_1+2c_2\bar d,\qquad
c_{0,\rm line}=c_0+c_2(v-\bar d^2).
\]
Converting the slope to charge gives \(\sigma_{\rm line}=\sigma+\rho\bar d\).

Consider an aluminium gate, an organosilicate low-k film and p-type silicon, with round model parameters: \(\kappa=3.0\), \(\sigma=2.00\times10^{11}\) cm\(^{-2}\) and \(\rho=3.00\times10^{16}\) cm\(^{-3}\). The gate and substrate work functions are 4.10 and 4.963 eV, so \(\phi_{ms}=-0.863\) V. A chosen dipole step of 0.100 V makes \(V_0=-0.763\) V.

For six films from 20 to 120 nm in steps of 20 nm, \(\bar d=70\) nm. The line gives
\[
\sigma_{\rm line}=2.00\times10^{11}+(3.00\times10^{16})(7.0\times10^{-6})
=4.10\times10^{11}\ {\rm cm^{-2}},
\]
about twice the true sheet density. Its intercept is \(-0.425\) V, from which one would infer a dipole step of \(-0.425+0.863=0.438\) V instead of 0.100 V. These errors occur without any noise.

The bulk term in the voltage equals the sheet term at \(d=2\sigma/\rho\), here 133 nm. All six films are thinner than this, yet the line fails badly, because it responds to the local slope. The bulk contribution to that slope equals the sheet contribution already at \(\sigma/\rho=67\) nm.

## The price of the quadratic term

Adding \(d^2\) removes this bias but increases the random error. For \(n\) equally spaced films, write \(z_i=hk_i\), where \(h\) is the step and the \(k_i\) are symmetric about zero with unit spacing. Let all voltages have independent errors of standard deviation \(s\), with thickness known exactly for the moment.

Define \(p_i=k_i^2-m\), where \(m\) is the mean of \(k_i^2\). Then \(\sum p_i=0\), and by symmetry \(\sum p_ik_i=0\). Multiplying the data by \(p_i\) and summing removes the constant and linear terms, leaving
\[
c_2=\frac{\sum p_iV_i}{h^2\sum p_i^2},\qquad
{\rm var}(c_2)=\frac{s^2}{h^4\sum p_i^2}.
\]
The required sums are
\[
\sum k_i^2=\frac{n(n^2-1)}{12},\qquad
\sum k_i^4=\frac{n(n^2-1)(3n^2-7)}{240}.
\]
Both vanish for \(n=0\) and \(n=1\). Going from \(n\) to \(n+2\) adds two points at \(\pm(n+1)/2\), and the right-hand sides grow by \((n+1)^2/2\) and \((n+1)^4/8\), as they must. Therefore
\[
\sum p_i^2=\sum k_i^4-\frac{(\sum k_i^2)^2}{n}
=\frac{n(n^2-1)}{720}\,[3(3n^2-7)-5(n^2-1)]
=\frac{n(n^2-1)(n^2-4)}{180},
\]
and
\[
{\rm var}(c_2)=\frac{180s^2}{h^4n(n^2-1)(n^2-4)} .
\]
With \(n=6\), \(h=20\) nm and \(s=10\) mV, the sum is 37.3. The standard error of \(c_2\) is \(10/(400\sqrt{37.3})=0.0041\) mV/nm\(^2\), equivalent to \(1.36\times10^{15}\) cm\(^{-3}\) in \(\rho\). At fixed \(n\) and \(s\), halving the step makes this error four times larger.

This also settles when a line is preferable. The quadratic estimate of the sheet charge is \(\sigma_{\rm line}-\rho_{\rm fit}\bar d\). Because \(p_i\) is orthogonal to both 1 and \(k_i\), the errors of \(\sigma_{\rm line}\) and \(\rho_{\rm fit}\) are uncorrelated. The mean-square errors in \(\sigma\) are then
\[
{\rm line:}\ {\rm var}(\sigma_{\rm line})+\rho^2\bar d^2,\qquad
{\rm quadratic:}\ {\rm var}(\sigma_{\rm line})+{\rm var}(\rho_{\rm fit})\bar d^2 .
\]
For this design the line wins when \(|\rho|\) is smaller than the standard error with which the quadratic fit could determine it. That needs outside knowledge of \(\rho\), and a good fit is no substitute. With \(\rho\) at twice that error, a line still passes a 5% chi-square test in about two cases out of three, while its \(\sigma\) is too high by \(\rho\bar d=1.9\times10^{10}\) cm\(^{-2}\), nearly ten of the line's own standard errors. Here \(\rho\) is 22 times that error, and the quadratic term is necessary.

## Building the fit

Powers of thickness in centimetres produce columns of very different size. Use \(u=d/d_{\max}\) instead, with \(V=a_0+a_1u+a_2u^2\) and \(c_j=a_j/d_{\max}^j\). Divide each row and each voltage by its standard error \(s_i\):
\[
X_{ij}=u_i^j/s_i,\qquad y_i=V_i/s_i .
\]
Minimizing \(|Xa-y|^2\) requires \(X^TXa=X^Ty\). Factor \(X=QR\), with \(Q^TQ=1\) and \(R\) upper triangular. The condition becomes \(R^TRa=R^TQ^Ty\). For at least three distinct thicknesses \(R\) is invertible, so
\[
Ra=Q^Ty .
\]
This is solved from the last row upwards. The scaled data have unit covariance, so
\[
{\rm cov}(a)=R^{-1}Q^TQR^{-T}=(R^TR)^{-1}.
\]
For the example, the unweighted matrix has condition number \(1.0\times10^{11}\) in centimetres and 28.6 after scaling. The remaining 28.6 reflects the similarity of \(1\), \(u\) and \(u^2\) over a range that does not include zero. Another unit lowers it only to about 24, but moving the origin does much more: with \((d-\bar d)/50\) nm as the variable it is about 3.

Thickness also has an error. Let the recorded value be \(d=t+\eta\), where \(t\) is the true thickness, and let \(\epsilon\) be the voltage error. With \(f\) the quadratic curve,
\[
V=f(d-\eta)+\epsilon\simeq f(d)-f'(d)\eta+\epsilon .
\]
For independent errors the residual variance is
\[
s_i^2=s_V^2+(c_1+2c_2d_i)^2s_d^2 .
\]
This assumes that the voltage reading does not itself use the recorded thickness. If the flat-band capacitance mark discussed below is calculated from the recorded \(d\), an error of 0.3 nm also shifts the reading, in the example by 6 mV at 20 nm and 27 mV at 120 nm, with the same sign as the slope term. The slope is unknown at first. Begin with \(s_i=s_V\), solve, recompute \(s_i\), and repeat until the coefficients settle. The omitted term \(c_2\eta^2\) is about 0.01 mV for \(\eta=0.3\) nm, far below the 10 mV voltage error.

## Reading a simulated experiment

The following data were simulated with \(s_V=10\) mV and \(s_d=0.3\) nm, then rounded before fitting.

| \(d\) (nm) | \(V_{FB}\) (V) | \(s_i\) (mV) |
|---:|---:|---:|
| 20.00 | −1.040 | 11.1 |
| 40.09 | −1.377 | 11.6 |
| 59.92 | −1.817 | 12.2 |
| 79.73 | −2.313 | 12.8 |
| 99.86 | −2.869 | 13.5 |
| 119.70 | −3.510 | 14.2 |

Six solves give \(c_0=-0.7525\) V, \(c_1=-12.320\) mV/nm and \(c_2=-0.08952\) mV/nm\(^2\). At the thickest film the slope is \(-12.32-2(0.08952)(119.70)=-33.8\) mV/nm. Its thickness contribution is 10.1 mV, and \(\sqrt{10^2+10.1^2}=14.2\) mV.

To convert the coefficients, replace \(4\pi/\kappa\) by \(e/(\kappa\varepsilon_0)=6.03\times10^{-7}\) V cm. Then
\[
\sigma=\frac{1.232\times10^5}{6.03\times10^{-7}}
=2.04\times10^{11}\ {\rm cm^{-2}},\qquad
\rho=\frac{2(8.952\times10^9)}{6.03\times10^{-7}}
=2.97\times10^{16}\ {\rm cm^{-3}},
\]
where the numerators are in V/cm and V/cm\(^2\). The standard errors are \(0.12\times10^{11}\) cm\(^{-2}\) and \(0.17\times10^{16}\) cm\(^{-3}\). The sheet charge is 0.0327 μC/cm\(^2\). The offset is \(-0.752\pm0.021\) V, giving a dipole step of \(0.111\pm0.021\) V if \(\phi_{ms}\) is taken as known. All three results lie within one standard error of the inputs.

The weighted squared residuals sum to 2.45 with three degrees of freedom. A line, using the same weights, gives 304.1 with four, so these data reject it.

The errors are strongly linked: the correlation is 0.931 between \(V_0\) and \(\sigma\), and \(-0.978\) between \(\sigma\) and \(\rho\). Too large a sheet charge can be largely offset by too small a bulk charge and too high an offset. The error of a prediction for another thickness must therefore be calculated from the full covariance matrix.

Three tests support the scheme. A numerical Poisson solution, seeking the gate voltage that removes the semiconductor charge, agreed with the thickness law within \(3\times10^{-12}\) V for the six nominal films. Fitting the simulated data with the true thicknesses as additional unknowns changed no coefficient by more than 0.006 standard errors. In 3000 repeated simulations the mean errors were at most 0.011 standard errors, and the observed spreads were 0.978 to 0.986 of those predicted. These departures are of the size of the sampling noise of 3000 trials, \(1/\sqrt{3000}=0.018\) for the mean and \(1/\sqrt{6000}=0.013\) for the spread. The remaining values are in the numerical output.

## Errors that a good fit cannot reveal

A small residual shows that a quadratic describes the data. It does not show that its coefficients have the intended meaning. Suppose the film has no bulk charge, but its interface sheet grows with thickness as \(\sigma_0+gd\). The moment is \(\sigma_0d+gd^2\), the same as for a constant sheet and \(\rho=2g\). With \(g=1.5\times10^{16}\) cm\(^{-3}\), the sheet grows by \(1.5\times10^{11}\) cm\(^{-2}\) between 20 and 120 nm and imitates the entire bulk density of the example. The Poisson test confirmed this equivalence.

Charge near the interface may also have a finite depth. Spread \(\sigma\) as \((\sigma/\lambda)e^{-y/\lambda}\), where \(y=d-x\). Its moment is
\[
\int_0^d(d-y)\frac{\sigma}{\lambda}e^{-y/\lambda}\,dy
=\sigma\left[d-\lambda(1-e^{-d/\lambda})\right].
\]
For \(d\gg\lambda\), the slope is unchanged but \(V_0\) shifts by \(+4\pi\sigma\lambda/\kappa\). A depth of 2 nm gives 24.1 mV, slightly more than the random error of the offset.

An oxide of thickness \(t\) between film and silicon acts in the opposite direction. If \(\sigma\) lies at the silicon, Gauss's law gives \(D=-\sigma\) in the oxide, and the extra voltage is \(-4\pi\sigma t/\kappa_{ox}\). For 1 nm and \(\kappa_{ox}=3.9\), this is \(-9.3\) mV. Either electrostatic shift would be read as part of the dipole. So would charge at a fixed depth below the gate, whose moment does not depend on \(d\): \(2\times10^{11}\) cm\(^{-2}\) spread over the top 10 nm has a mean lever arm of 5 nm and shifts \(V_0\) by \(-60\) mV with no residual. The oxide is also a capacitance in series. If the flat-band mark discussed below is calculated from the film alone, the readings move by a further \(-18\) mV at 20 nm and \(-75\) mV at 120 nm; the total false offset is then about \(-16\) mV, and a false \(\sigma\) of about \(10^{10}\) cm\(^{-2}\) appears.

## A capacitance error that imitates the answer

Flat-band voltage can be obtained by finding where the measured capacitance equals a calculated flat-band value. Suppose this value is too high by a small fraction \(\delta\), the same for every film.

For a p-type substrate with acceptor density \(N\), let \(u=\psi/kT\), where \(\psi\) is the potential relative to the bulk. Neglecting electrons, the charge density is \(N(e^{-u}-1)\). With \(L_D^2=\kappa_skT/(4\pi N)\), Poisson's equation is
\[
u''=(1-e^{-u})/L_D^2 .
\]
Multiplying by \(u'\) and integrating from the neutral bulk gives
\[
(L_Du')^2=2(e^{-u}+u-1)=u^2-\frac{u^3}{3}+\cdots .
\]
Thus \(L_D|u'|\) is \(|F|\), with \(F=u(1-u/6+\cdots)\). The semiconductor charge is \(Q_s=-\kappa_skTF/(4\pi L_D)\), and its capacitance is
\[
C_s=-\frac{dQ_s}{d\psi}=C_{s0}\left(1-\frac u3+\cdots\right),
\qquad C_{s0}=\frac{\kappa_s}{4\pi L_D}.
\]
The film capacitance is \(C_d=\kappa/(4\pi d)\). Define
\[
r=\frac{C_{s0}}{C_d}=\frac d\ell,\qquad
\ell=\frac{\kappa L_D}{\kappa_s}.
\]
For two capacitors in series, \(C=C_dC_s/(C_d+C_s)\). A small relative change in \(C\) is the relative change in \(C_s\) divided by \(1+r\), so
\[
\delta=-\frac{u}{3(1+r)},\qquad u=-3\delta(1+r).
\]
The gate voltage differs from flat band by \(\psi-Q_s/C_d\simeq kTu(1+r)\). Hence, to first order in \(\delta\),
\[
\Delta V=-3kT\delta\left(1+\frac d\ell\right)^2 .
\]
The misreading is itself quadratic in thickness. It enters all three coefficients and leaves no residual at this order.

At 300 K and \(N=1.0\times10^{16}\) cm\(^{-3}\), \(L_D=40.9\) nm and \(\ell=10.48\) nm. For \(\delta=0.2\%\), the nonlinear capacitance gives shifts of \(-1.31\) mV at 20 nm and \(-24.42\) mV at 120 nm. An unweighted quadratic fit turns these into a false \(\rho\) of \(4.8\times10^{14}\) cm\(^{-3}\), or 1.6% of the true value. By the linear formula, a 1% capacitance error would give about \(2.3\times10^{15}\) cm\(^{-3}\), more than the random error of the fit. At that size \(u\) reaches about \(-0.4\) in the thickest film, and the nonlinear capacitance raises the figure to \(2.8\times10^{15}\) cm\(^{-3}\).

The form of the shift depends on which capacitance is wrong. A relative error \(\epsilon_d\) in \(C_d\) alone gives \(\delta=\epsilon_dr/(1+r)\), which differs between films, yet \(\Delta V\simeq-3kT\epsilon_d\,r(1+r)\) is still quadratic, with the same \(d^2\) coefficient. A film capacitance read 5 V into accumulation is about 1% low here and gives a false \(\rho\) near \(-2.0\times10^{15}\) cm\(^{-3}\). Under the 20 nm film the surface holes are then degenerate; Fermi statistics raise the deficit there to 1.3% but leave the false \(\rho\) almost unchanged. Quantum confinement of the holes is not included. A relative error \(\epsilon_s\) in \(C_{s0}\) alone, as from a wrong doping, sets \(u\simeq-3\epsilon_s\) in all films. Then \(\Delta V\simeq-3kT\epsilon_s(1+d/\ell)\) is linear in thickness and falsifies \(V_0\) and \(\sigma\) but not \(\rho\). A doping taken 10% too high gives \(\epsilon_s=4.9\%\) and a false \(\sigma\) of about \(6\times10^{9}\) cm\(^{-2}\).

## The model beside a real low-k capacitor

The value \(\kappa=3.0\) is reasonable for a dense organosilicate film; porous films have lower values. The charge densities are rough choices, since real ones depend strongly on deposition, curing, plasma exposure and moisture. A vulnerable assumption is that films of different thickness have the same charge and permittivity. As shown above, a thickness-dependent sheet can account for the whole apparent bulk charge. A common error of 0.1 in \(\kappa\) changes both inferred densities by 3.3% when it enters only the conversion of the coefficients. If the same wrong \(\kappa\) is also used to calculate \(C_d\) for the flat-band mark, the readings move as well, and \(\rho\) changes by about \(+52\%\) for \(\kappa=3.1\) and \(-20\%\) for \(\kappa=2.9\).

Interface traps charged at flat band are included in \(\sigma\). A rough density of \(10^{11}\) eV\(^{-1}\) cm\(^{-2}\), charged over the 0.353 eV between the Fermi level and midgap, contributes \(3.5\times10^{10}\) cm\(^{-2}\) in magnitude, or 18% of the example's sheet. If the traps follow the measuring signal, they also add a capacitance of 6.3% of \(C_{s0}\). A flat-band mark calculated without it is then read too high by about \(5\ {\rm mV}\times(1+d/\ell)\), which lowers the fitted \(\sigma\) by about \(8\times10^{9}\) cm\(^{-2}\). Warming from 300 to 310 K at fixed band gap shifts \(V_0\) by 8.2 mV.

Outside the dipole layer, the largest flat-band field, at the gate side of the 120 nm film, is 0.34 MV/cm, against a rough breakdown field of 4 MV/cm; a sweep into accumulation adds to it, most in the thinnest film, which carries 2.5 MV/cm at 5 V beyond flat band. For tunnelling through the 20 nm film, take a 3 eV barrier, lower it everywhere by the full 0.28 V that the fixed charge drops across that film, and use the free-electron mass. The exponent is then about 338. It scales as the square root of the mass, and a smaller tunnelling mass lowers it, to 239 for half the free mass and 185 for 0.3 of it. Direct tunnelling is negligible in each case. The thicker films drop more voltage, up to 2.75 V, but integrating over the actual barrier profile with the free mass gives exponents rising from 346 at 20 nm to about 1390 at 120 nm, so the thinnest film is the worst case. At 5 V into accumulation its barrier becomes triangular and the exponent falls to about 140, or 77 for 0.3 of the free mass, which is still large. This does not rule out conduction through defects or charge trapping during the voltage sweep. If sweeps in opposite directions give different flat-band voltages, the charge may be moving, or the film may be polarizing slowly: a slow part of 0.1 in \(\kappa\) with a 10 s relaxation time, swept at 0.1 V/s, gives 45 mV of hysteresis in a 60 nm film holding only the constant sheet \(\sigma\). In both cases the fitted densities describe the measurement history as well as the film.

## Values computed for the example and the checks

```
inputs: kappa 3.0, T 300 K
gate work function 4.10 eV, affinity 4.05 eV
gap 1.12 eV, acceptors 1.0e+16 cm^-3
valence density of states 3.0e+19 cm^-3
substrate work function 4.963 eV
phi_ms -0.863 V, dipole 0.100 V, V0 -0.763 V
true sigma 2.00e+11 cm^-2, rho 3.00e+16 cm^-3
errors: voltage 10 mV, thickness 0.3 nm
largest law minus Poisson difference 2.8e-12 V
simulated data: thickness (nm), V_FB (V), effective error (mV)
    20.00   -1.040   11.1
    40.09   -1.377   11.6
    59.92   -1.817   12.2
    79.73   -2.313   12.8
    99.86   -2.869   13.5
   119.70   -3.510   14.2
c0 -0.7525 V, c1 -12.320 mV/nm
c2 -0.08952 mV/nm^2, solves 6
fitted V0 -0.752 +- 0.021 V
fitted sigma 2.043e+11 +- 1.2e+10 cm^-2
  same in charge units 0.0327 uC/cm2
fitted rho 2.968e+16 +- 1.7e+15 cm^-3
dipole from fit, phi_ms known: 0.111 V
correlations V0-sigma 0.931, sigma-rho -0.978
correlation V0-rho -0.852
chi2 quadratic 2.45 (3 dof), line 304.1 (4 dof)
condition number: cm 1.0e+11, scaled 28.6
joint-fit difference 0.006 standard errors
3000 trials, order V0, sigma, rho:
  bias / standard error [-0.011 -0.002  0.001]
  spread / predicted [0.978 0.981 0.986]
rho error, voltage noise only 1.36e+15 cm^-3
noise-free line: offset -0.425 V
noise-free line: sigma 4.10e+11 cm^-2
neglected effects (rough inputs):
kappa error 0.1: sigma and rho 3.3 %
traps 1e+11 /(eV cm2) over 0.353 eV
  trapped sheet density 3.53e+10 cm^-2
charge spread 2 nm: V0 shift 24.1 mV
oxide 1 nm, kappa 3.9: V0 shift -9.3 mV
Debye length 40.9 nm, length ell 10.48 nm
capacitance mark high by 0.2 %:
  V_FB shift -1.31 mV at 20 nm
  V_FB shift -24.42 mV at 120 nm
  false V0 -0.20 mV, sigma 4.5e+08 cm^-2
  false rho 4.83e+14 cm^-3
300 to 310 K, fixed gap: V0 shift 8.2 mV
gate-side field, 120 nm: 0.338 MV/cm
rough breakdown field 4 MV/cm
tunnel exponent, 20 nm, 3 eV: 338
```
